# Why normal incidence misses odd guided resonances and a tilt reveals them

## Definitions and conventions

A grating of period $L$ repeats along $x$, is uniform along $y$, and has its layers stacked along $z$. Its permittivity is mirror-symmetric, $\varepsilon(-x,z)=\varepsilon(x,z)$, with $x=0$ at a mirror plane, here the centre of a ridge. Light arrives in the $xz$ plane with its electric field along $y$, parallel to the lines. The time factor is $e^{-i\omega t}$, $k=\omega/c$, and $G=2\pi/L$. The angle $\theta$ is measured in air, so the conserved in-plane wavenumber is $k_x=k\sin\theta$.

In Gaussian units $\nabla\times\mathbf E=ik\mathbf B$ and $\nabla\times\mathbf B=-ik\varepsilon\mathbf E$. Taking the curl of the first equation, with $\nabla\cdot\mathbf E=\partial_yE=0$, gives

$$\nabla^2E+k^2\varepsilon E=0,\qquad E=e^{ik_xx}u(x,z),\quad u(x+L,z)=u(x,z). \tag{1}$$

The grating is embedded in a medium of index $n_s$. Outside the layer, order $m$ varies along $z$ with wavenumber $\beta_m=\sqrt{n_s^2k^2-(mG+k_x)^2}$. Only order zero propagates if $n_sk<G-|k_x|$. This is assumed below unless stated otherwise.

A guided resonance is a source-free outgoing solution of (1) at a complex wavenumber $k_r-i\gamma$. Its energy decays as $e^{-2\gamma ct}$. Since $\lambda=2\pi/k$, a narrow line has full width $2\gamma\lambda/k_r$ in wavelength and quality factor $Q=k_r/2\gamma$.

## What happens at normal incidence

At $k_x=0$ the mirror $x\to-x$ leaves both the equation and the periodic boundary condition unchanged. An isolated mode is therefore either even or odd in $x$. The incident wave $E_{\rm in}=e^{-in_skz}$ does not depend on $x$ and is even.

Let $\psi$ be an odd bound mode with wavenumber $k_o$, and write the driven field as $E_{\rm in}+E_s$. Because $E_{\rm in}$ solves the equation with $\varepsilon=n_s^2$, the scattered part obeys

$$(\nabla^2+k^2\varepsilon)E_s=-k^2(\varepsilon-n_s^2)E_{\rm in}. \tag{2}$$

Multiply by $\psi$ and integrate over one period and all $z$. Two integrations by parts move the Laplacian onto $\psi$. The side terms cancel by periodicity, and the top and bottom terms vanish because $\psi$ decays. With $\nabla^2\psi=-k_o^2\varepsilon\psi$,

$$(k^2-k_o^2)\int\varepsilon\psi E_s\,dx\,dz=-k^2\int(\varepsilon-n_s^2)\psi E_{\rm in}\,dx\,dz=0. \tag{3}$$

The right side vanishes because its integrand is odd in $x$. For every $k\ne k_o$ the driven field thus has no component along $\psi$, however close $k$ comes to resonance. Exactly at $k_o$ one may add any multiple of $\psi$, since it is a source-free solution, but the incident wave does not determine that multiple. The limit from neighbouring wavelengths contains none of it. With symmetric absorption $k_o$ becomes complex, so $k^2-k_o^2$ cannot vanish at real $k$ and the ambiguity disappears.

The rule protects odd modes only. Even modes can be driven at normal incidence. For the other polarization, the field $H_y$ obeys $\nabla\cdot(\varepsilon^{-1}\nabla H_y)+k^2H_y=0$, which has the same mirror symmetry, so the same argument applies to the parity of $H_y$.

## Why the dark mode does not radiate

The order-zero amplitude outside is the average of $u$ over one period, which is zero for an odd function. All other orders are evanescent. The mode therefore has no radiative width, although its frequency lies where order zero can propagate.

Such a mode exists when the layer only raises the permittivity above $n_s^2$. Take the odd trial field $\sin(Gx)e^{-\kappa|z|}$. Its norm per period is $N=L/2\kappa$. Let $D=\int(\varepsilon-n_s^2)\sin^2(Gx)e^{-2\kappa|z|}dx\,dz$, which tends to a positive constant as $\kappa\to0$. The variational principle for odd fields gives

$$k_o^2\le\frac{G^2+\kappa^2}{n_s^2+D/N}. \tag{4}$$

Since $D/N$ is proportional to $\kappa$ for small $\kappa$, it outweighs the term $\kappa^2$. The lowest odd frequency then lies below $G/n_s$, where orders $\pm1$ start to propagate, and the mode is bound.

If orders $\pm1$ do propagate, an odd mode can radiate into them with opposite amplitudes. It still cannot be driven at normal incidence: subtracting the mirrored field from the driven field leaves a source-free outgoing solution, and a radiating mode has none at real $k$. Darkness to normal incidence and absence of radiation are thus separate properties.

## Why a tilt makes it appear

Substituting $E=e^{ik_xx}u$ in (1) gives

$$(\partial_x^2+\partial_z^2+2ik_x\partial_x-k_x^2+k^2\varepsilon)u=0. \tag{5}$$

The term $2ik_x\partial_x$ turns an odd function into an even one. To first order in $k_x$ the odd mode acquires an even part, whose average over a period need not vanish.

The mirror fixes the power law. Normalize the tilted modes by keeping $\int\varepsilon\psi u\,dx\,dz$ constant. If $u(x,z)$ is the mode at $k_x$, then $-u(-x,z)$ is the mode at $-k_x$ with the same normalization. Its order-zero amplitude $d$ therefore satisfies $d(-k_x)=-d(k_x)$. For an isolated mode that varies smoothly, $d=\alpha k_x+O(k_x^3)$.

The width follows from energy balance. Equation (1) and its complex conjugate give, for real $\varepsilon$,

$$\nabla\cdot(E^*\nabla E-E\nabla E^*)=-(k^2-k^{*2})\varepsilon|E|^2=4ik_r\gamma\,\varepsilon|E|^2. \tag{6}$$

Integrate over one period between planes far enough out for evanescent orders to be negligible. The side terms cancel. Each outgoing wave contributes $2i\beta_0L|d|^2$ to leading order in $\gamma$. For equal emission up and down,

$$4i\beta_0L|d|^2=4ik_r\gamma\int\varepsilon|E|^2dx\,dz,\qquad \gamma=\frac{\beta_0L|d|^2}{k_r\int\varepsilon|E|^2dx\,dz}. \tag{7}$$

Thus $\gamma\propto k_x^2$ at small tilt, unless $\alpha$ happens to vanish, in which case the width starts at a higher power.

## How large the width is

For weak modulation the resonance consists mainly of two slab waves, $a_+$ and $a_-$, with in-plane wavenumbers $k_x+G$ and $k_x-G$. Tilt shifts their frequencies by $+vk_x$ and $-vk_x$, where $v$ is the slab group velocity divided by $c$. The grating couples them with a real strength $U$. Both radiate into the same order zero, so their outgoing amplitude is proportional to $a_++a_-$. The power loss $2\Gamma|a_++a_-|^2$ requires $-i\Gamma$ in all four entries of the matrix:

$$k\begin{pmatrix}a_+\\a_-\end{pmatrix}=\begin{pmatrix}k_0+vk_x-i\Gamma&U-i\Gamma\\U-i\Gamma&k_0-vk_x-i\Gamma\end{pmatrix}\begin{pmatrix}a_+\\a_-\end{pmatrix}. \tag{8}$$

At $k_x=0$ the even combination has $k_e=k_0+U-2i\Gamma$, and the odd one has $k_o=k_0-U$. The determinant condition is $(k-k_0+i\Gamma)^2-(U-i\Gamma)^2=v^2k_x^2$. Factoring the difference of squares gives

$$(k-k_o)(k-k_e)=v^2k_x^2. \tag{9}$$

Write $k_e-k_o=\Delta-i\gamma_e$, with $\gamma_e=2\Gamma$. Near the odd mode, replace $k-k_e$ by $k_o-k_e$:

$$k\simeq k_o-\frac{v^2k_x^2}{\Delta-i\gamma_e}=k_o-v^2k_x^2\frac{\Delta+i\gamma_e}{\Delta^2+\gamma_e^2}. \tag{10}$$

Hence

$$\gamma\simeq\frac{v^2k_x^2\gamma_e}{\Delta^2+\gamma_e^2}. \tag{11}$$

The dark mode borrows its radiation from its bright even partner. A wide separation of the two makes the borrowed width small.

The next term follows by iterating (9) once. With $p=v^2k_x^2$ and $\gamma_e\ll\Delta$, the width in (11) is multiplied by about $1-3p/\Delta^2$. The quadratic law thus fails when $vk_x$ is no longer small compared with $\Delta$.

## A worked grating

Consider SnO₂ ridges in silica, with rough visible indices 2.00 and 1.46. The period is 400 nm, the ridge width 280 nm and the thickness 140 nm. At normal incidence only order zero propagates in silica above $1.46\times400=584$ nm.

The resonances were computed from (1) with 21 Fourier orders in the layer, matched to outgoing waves outside. Raising the number to 33 moves the odd mode by 0.002 nm. The digits below resolve differences within this model; the rough indices do not justify them as predictions for a real film.

The odd mode lies at 662.64 nm. The even mode lies at 621.75 nm and has a full width of 8.51 nm. A uniform slab with the averaged permittivity gives $v=0.5631$ at in-plane wavenumber $G$.

In units of $k_o$, these values give

$$\frac{\Delta}{k_o}=\frac{662.64}{621.75}-1=0.0658,\qquad
\frac{\gamma_e}{k_o}=\frac{8.51}{2\times621.75}\times1.0658=0.00729. \tag{12}$$

At $1^\circ$, $k_x/k_o=0.01745$ and $(vk_x/k_o)^2=9.66\times10^{-5}$. Equation (11) gives

$$\frac{\gamma}{k_o}=\frac{9.66\times10^{-5}\times0.00729}{0.0658^2+0.00729^2}=1.61\times10^{-4}, \tag{13}$$

or a full width of $2\times1.61\times10^{-4}\times662.64=0.213$ nm. The full root of (9) gives 0.201 nm, and the Fourier calculation gives 0.195 nm. In the table, $k_x=k_o\sin\theta$ is held fixed for each line.

| Tilt | Wavelength (nm) | Full width (nm) | Width from (9) (nm) |
|---|---|---|---|
| 0.1° | 662.650 | 0.00207 | 0.00213 |
| 0.2° | 662.678 | 0.00825 | 0.00851 |
| 0.5° | 662.877 | 0.0509 | 0.0525 |
| 1.0° | 663.574 | 0.195 | 0.201 |
| 2.0° | 666.194 | 0.666 | 0.687 |

Doubling the tilt from $0.1^\circ$ to $0.2^\circ$ multiplies the width by 3.99. From $1^\circ$ to $2^\circ$ the factor is only 3.42, and the root of (9) gives the same factor. The two-wave model overestimates the Fourier widths by about 3% throughout the table. This error shrinks with the modulation: when the varying part of the permittivity is reduced to 2% at fixed mean, the two widths differ by 0.14%, compared at $k_x=0.05|k_e-k_o|$.

## What the spectrum shows

The layer is also symmetric in $z$. Light from one side is an equal mixture of inputs even and odd in $z$, whose outgoing-to-incoming ratios are $s_+$ and $s_-$. Therefore $r=(s_++s_-)/2$ and $t=(s_+-s_-)/2$. The mode considered here is even in $z$ and affects $s_+$.

Let $a$ be the mode amplitude, scaled so that $|a|^2$ is its energy, $\tau=ct$, and $\gamma_a$ the half-width due to absorption. For input $s_{\rm in}$ in the even channel,

$$\frac{da}{d\tau}=-(ik_r+\gamma+\gamma_a)a+\sqrt{2\gamma}\,s_{\rm in},\qquad s_{\rm out}=s_b(s_{\rm in}-\sqrt{2\gamma}\,a). \tag{14}$$

Here $|s_b|=1$ describes the smooth background. The equal coupling constants ensure that, without absorption, the incoming minus the outgoing power equals $d|a|^2/d\tau$. In steady state, with $q=k-k_r$,

$$a=\frac{\sqrt{2\gamma}\,s_{\rm in}}{\gamma+\gamma_a-iq},\qquad
s_+=s_b\left(1-\frac{2\gamma}{\gamma+\gamma_a-iq}\right)=s_b\frac{q-i(\gamma-\gamma_a)}{q+i(\gamma+\gamma_a)}. \tag{15}$$

First set $\gamma_a=0$ and put $q=\gamma\cot\eta$, with $0<\eta<\pi$. The last fraction becomes $e^{-2i\eta}$. If $s_b=e^{i\phi}s_-$, then

$$R=|r|^2=\cos^2(\phi/2-\eta). \tag{16}$$

The background reflectance is $R_b=\cos^2(\phi/2)$. Across the line $\eta$ covers a range $\pi$, so $R$ reaches both 0 and 1 if $R_b$ is neither. A smaller tilt does not reduce this contrast; it compresses it into a narrower interval. At any fixed $q\ne0$, $\gamma\to0$ sends $\eta$ to 0 or $\pi$ and $R$ to $R_b$. This is how a feature of full height can disappear continuously.

At $1^\circ$ the computed reflectance runs from 0.000 to 1.000 between 662.77 and 664.38 nm. At normal incidence it stays between 0.0635 and 0.0649 in the same window. That window stops just short of the dark mode at 662.64 nm, where the absence of a feature follows from (3).

The lossless resonant amplitude is $|a|=\sqrt{2/\gamma}\,|s_{\rm in}|$, which grows as $1/|\theta|$. Let $E_{\pm1}$ be the amplitudes of orders $\pm1$ at the layer surface. The computed odd combination $|E_1-E_{-1}|/\sqrt2$ is about 310 times the incident amplitude at $0.1^\circ$ and 155 times at $0.2^\circ$. Reaching such fields requires correspondingly long build-up times and wide gratings.

## Absorption sets the useful tilt

With absorption the small-angle limit reverses. At resonance $|a|=\sqrt{2\gamma}\,|s_{\rm in}|/(\gamma+\gamma_a)$, which falls linearly with $|\theta|$ once $\gamma\ll\gamma_a$. Half the incident power lies in the even channel, so the resonant absorptance, apart from background absorption, is

$$A=\frac12\left[1-\left(\frac{\gamma-\gamma_a}{\gamma+\gamma_a}\right)^2\right]=\frac{2\gamma\gamma_a}{(\gamma+\gamma_a)^2}. \tag{17}$$

Its largest value is $1/2$, at $\gamma=\gamma_a$.

For a rough SnO₂ extinction coefficient of 0.001, the computed absorption width at normal incidence is 0.44 nm. The total linewidth therefore does not shrink to zero. With this loss included, and with the background absorption of about 0.003 counted in the absorptance:

| Tilt | Resonant absorptance | Peak reflectance |
|---|---|---|
| 0.2° | 0.039 | 0.068 |
| 0.5° | 0.188 | 0.088 |
| 1.0° | 0.427 | 0.169 |
| 2.0° | 0.478 | 0.412 |

At $0.2^\circ$ the reflectance peak barely rises above the background of about 0.065. Extrapolating the $1^\circ$ width quadratically puts $\gamma=\gamma_a$ at $1.5^\circ$. The slower growth seen in the first table moves the crossing slightly higher.

## What to do in practice

To reveal a dark mode, tilt the beam in the plane perpendicular to the lines until the radiative width is comparable with the absorption width. For this grating and this loss, that means one to two degrees, where the resonant absorptance is largest. The reflectance peak keeps rising at somewhat larger tilt, while the line broadens. A smaller tilt gives a weaker line whose width approaches the absorption limit. To avoid the feature, keep the incidence normal and the ridge profile symmetric.

Profile symmetry matters as well as alignment. A silica-filled slit 20 nm wide, centred 70 nm from the ridge centre, moves the formerly dark mode to about 653 nm and gives it $\gamma/k_o=5.7\times10^{-4}$ at normal incidence, where $k_o$ is still that of the intact grating. This is about four times the value produced by a $1^\circ$ tilt of the intact grating. The same slit at the ridge centre leaves the mode dark. A resonance seen at normal incidence near the expected dark wavelength can thus indicate an asymmetric profile, provided beam divergence has been excluded.

A Gaussian beam of waist radius $w=100$ µm has a divergence half-angle $\lambda/\pi w=0.12^\circ$, so it contains tilted components even when its axis is normal. The grating must also be wide enough. Energy travels sideways at $c|dk_r/dk_x|$ and, without absorption, decays at the rate $2\gamma c$, so its decay length is $|dk_r/dk_x|/2\gamma$. From (10) and (11) this is about $\Delta/(\gamma_e|k_x|)$ at small tilt. The lossless calculation gives 57 µm at $1^\circ$, and the formula implies roughly ten times more at $0.1^\circ$. The grating and the spot must be much wider than this length to show nearly the ideal lossless line: at $1^\circ$ a Gaussian waist radius of ten decay lengths gives a peak reflectance of about 0.97, and five lengths give about 0.89. Absorption replaces $\gamma$ by $\gamma+\gamma_a$ and reverses the trend at small tilt: with extinction 0.001 the length is 17.5 µm at $1^\circ$ and 2.6 µm at $0.1^\circ$. A 100 µm waist then lowers the peak absorptance at $1^\circ$ from 0.43 to 0.39. At small tilt the spot must also be wide enough to keep the divergence below the tilt.

The example is a model of a transparent grating under red light. Its period is too short to send diffracted orders into air or silica at normal incidence, so it does not describe marks that are read through such orders. The numbers do not carry over to deep-ultraviolet light, where SnO₂ absorbs strongly. Its visible index and extinction depend on deposition, so both line position and loss should be measured for the actual film. Of the departures sized here, film loss and profile asymmetry alter the line most: they add 0.44 nm and, for the slit above, about 0.73 nm to a width that would ideally vanish at normal incidence. The outer silica–air surface, omitted here, reflects 3.5% at normal incidence; being flat, it preserves the mirror symmetry. Index dispersion, roughness and tilt along the lines are not included.
